# Refraction and the Apparent Contraction of Silicon in X-ray Diffraction

## Problem

A flat silicon wafer with a (001) surface is measured in the symmetric 004 reflection with copper K-alpha1 radiation. The reflecting planes are parallel to the surface. The data are

- vacuum wavelength $\lambda=0.1540593$ nm;
- lattice parameter $a=0.5431021$ nm, so that $d=a/4=0.1357755$ nm;
- mean refractive index $n=1-\delta$, with $\delta=7.6\times10^{-6}$.

The glancing angle $\theta$, measured from the surface, is read at the centre of the reflection band. It is then put into Bragg's law without any correction for refraction, which gives the spacing
$$d_{\rm app}=\frac{\lambda}{2\sin\theta}.$$

(a) Show that the crystal appears contracted by about $2.4\times10^{-5}$.

(b) How much of this comes from the changed wavelength in the crystal, and how much from the bending of the ray?

(c) How does the error depend on the reflection and on the wavelength?

Take the incident beam as parallel and monochromatic, treat air as vacuum, and neglect absorption at first.

## Hints

1. Which component of the wavevector is unchanged when a wave crosses a flat surface?
2. The planes scatter the wave that exists inside the crystal. Write the Bragg condition with the internal wavelength and the internal angle.
3. The internal angle is not measured. Eliminate it before making any approximation.
4. For (b), write $d_{\rm app}/d$ as a product of one factor from the wavelength and one from the angle.
5. For (c), ask how $\delta$ itself varies with wavelength if the electrons respond as free charges.

## Solution

### The condition inside the crystal

Let $k=2\pi/\lambda$. The surface is uniform along its own plane, so the tangential wavevector is the same on both sides:
$$k\cos\theta=nk\cos\theta_{\rm in}.\qquad(1)$$
Because $n<1$, $\cos\theta_{\rm in}>\cos\theta$, and the internal glancing angle is the smaller one.

The normal component inside, for the mean index alone, is
$$K=\sqrt{n^2k^2-k^2\cos^2\theta}=nk\sin\theta_{\rm in}.\qquad(2)$$

It remains to show that the band centre lies where $K=\pi/d$. Take the electric field perpendicular to the plane of incidence. With $z$ along the surface normal, the field obeys
$$E''+\left[K^2+2k^2\chi_G\cos(Gz)\right]E=0,\qquad G=\frac{2\pi}{d}.$$
Here $\chi_G$ is the leading periodic part of the susceptibility. It is negative if $z=0$ is the centre of an electron-rich plane, since electrons lower the index.

Near the reflection two waves matter:
$$E=A\,e^{i(G/2+q)z}+B\,e^{i(-G/2+q)z}.$$
Collecting the coefficient of each exponential gives
$$[K^2-(G/2+q)^2]A+k^2\chi_GB=0,$$
$$[K^2-(G/2-q)^2]B+k^2\chi_GA=0.$$
Write $K=G/2+x$, with $x$ and $q$ much smaller than $G$. The brackets become $G(x-q)$ and $G(x+q)$ to leading order. A nonzero solution requires a vanishing determinant:
$$G^2(x^2-q^2)=k^4\chi_G^2,\qquad q^2=x^2-\left(\frac{k^2\chi_G}{G}\right)^2.\qquad(3)$$
For $|x|<k^2|\chi_G|/G$, $q$ is imaginary: the wave decays into the crystal and is strongly reflected. This interval is symmetric about $x=0$. Its centre is therefore at $K=G/2=\pi/d$, and equation (2) turns this into
$$2d\sin\theta_{\rm in}=\frac{\lambda}{n}.\qquad(4)$$
This is Bragg's law with internal quantities. The modulation $\chi_G$ sets the width of the band, while the mean index sets its position, at leading order in the susceptibility. The other polarisation has a narrower band with the same centre at this order.

### The apparent spacing

Setting $K=\pi/d$ in the first form of equation (2), and dividing by $k=2\pi/\lambda$, gives
$$\frac{\lambda}{2d}=\sqrt{n^2-\cos^2\theta}.$$
Now $n^2=1-2\delta+\delta^2$ and $1-\cos^2\theta=\sin^2\theta$, so
$$\lambda=2d\sqrt{\sin^2\theta-2\delta+\delta^2}.\qquad(5)$$
Divide by $2\sin\theta$ to form the uncorrected spacing:
$$\frac{d_{\rm app}}{d}=\sqrt{1-\frac{2\delta-\delta^2}{\sin^2\theta}}.\qquad(6)$$
With $\sqrt{1-u}\approx1-u/2-u^2/8$, the terms up to second order are
$$\frac{d_{\rm app}-d}{d}=-\frac{\delta}{\sin^2\theta}+\frac{\delta^2}{2\sin^2\theta}-\frac{\delta^2}{2\sin^4\theta}.$$
The last two combine through $1-1/\sin^2\theta=-\cot^2\theta$:
$$\varepsilon\equiv\frac{d_{\rm app}-d}{d}=-\frac{\delta}{\sin^2\theta}-\frac{\delta^2\cot^2\theta}{2\sin^2\theta}+O(\delta^3).\qquad(7)$$
The negative sign means a contraction.

For the 004 reflection, $\sin^2\theta=0.32188$. The first term is
$$\varepsilon=-\frac{7.6\times10^{-6}}{0.32188}=-2.36\times10^{-5},$$
which is the contraction near $2.4\times10^{-5}$ asked for in (a). The second-order term is $-1.9\times10^{-10}$ and can be dropped. It is only the part that comes from equation (5). Equation (4) holds at leading order in the susceptibility, and the modulation adds further terms of order $10^{-10}$ that depend on the polarisation and are equally negligible. In absolute terms the spacing reads 0.1357723 nm instead of 0.1357755 nm, and the lattice parameter comes out too small by $1.28\times10^{-5}$ nm.

The crystal has not changed. To recover its spacing, solve equation (5) for $d$, or use the first-order form $d\approx d_{\rm app}(1+\delta/\sin^2\theta)$.

### The shift in angle

Let $\theta_B$ be the angle without refraction, $\sin\theta_B=\lambda/(2d)$. Squaring equation (5) gives
$$\sin^2\theta-\sin^2\theta_B=2\delta-\delta^2.$$
The left side equals $\sin(\theta+\theta_B)\sin(\theta-\theta_B)$. For a small shift this is $\sin(2\theta_B)\,\Delta\theta$, hence
$$\Delta\theta=\theta-\theta_B\approx\frac{2\delta}{\sin2\theta_B}.\qquad(8)$$
With $\theta_B=34.56432^\circ$, $\sin2\theta_B=0.9344$ and $\Delta\theta=1.627\times10^{-5}$ rad, or 3.355 arcsec. The peak lies at a larger angle, and a larger angle in the uncorrected law means a smaller spacing. Indeed, differentiating $d_{\rm app}=\lambda/(2\sin\theta)$ gives $\Delta d/d=-\cot\theta\,\Delta\theta$, and inserting (8) returns $-\delta/\sin^2\theta$.

### The two causes

Equation (4) gives $\lambda=2dn\sin\theta_{\rm in}$. Therefore
$$\frac{d_{\rm app}}{d}=n\,\frac{\sin\theta_{\rm in}}{\sin\theta}.$$
The factor $n=1-\delta$ comes from the longer internal wavelength. For the other factor, put $\theta_{\rm in}=\theta-\eta$ in equation (1). To first order,
$$\cos\theta+\eta\sin\theta=(1+\delta)\cos\theta,\qquad \eta=\delta\cot\theta,$$
and then
$$\sin\theta_{\rm in}\approx\sin\theta-\eta\cos\theta=\sin\theta\,(1-\delta\cot^2\theta).$$
The two contractions are thus $\delta$ and $\delta\cot^2\theta$. Their sum is $\delta(1+\cot^2\theta)=\delta/\sin^2\theta$, as it must be. With $\cot^2\theta=2.10675$,
$$7.60\times10^{-6}+1.601\times10^{-5}=2.361\times10^{-5}.$$
This answers (b): about one third comes from the wavelength and two thirds from the bending.

The angles show the same division. The longer wavelength requires an internal angle of $34.56462^\circ$, which is $0.00030^\circ$ above $\theta_B$. The ray must then enter at $34.56525^\circ$, a further $0.00063^\circ$ higher, to have that internal angle after bending.

### Dependence on reflection and wavelength

At fixed wavelength and $\delta$, use $\sin\theta\approx\lambda/(2d)$ in the leading term:
$$\varepsilon\approx-\frac{4\delta d^2}{\lambda^2}.\qquad(9)$$
A larger spacing gives a lower angle and a larger error. The 111 planes are inclined by $54.7^\circ$ in a (001) wafer, so a comparison with them needs a wafer cut parallel to (111). There the spacing is $a/\sqrt3$, so the error exceeds that of 004 by $(a/\sqrt3)^2/(a/4)^2=16/3$, giving $-1.26\times10^{-4}$.

There are two limits. As $\theta\to90^\circ$, the bending term vanishes and the contraction falls towards $\delta$. Within a few tenths of a degree of $90^\circ$ the band is no longer symmetric in angle, and its angular midpoint no longer marks $K=\pi/d$, so this limit cannot be followed to the end. Towards grazing incidence, $1/\sin^2\theta$ grows, and the expansion fails once $\sin^2\theta$ is comparable with $2\delta$. The angle with $\sin^2\theta=2\delta$ is about $0.22^\circ$, close to the critical angle for total external reflection, far below the 004 angle.

Now let the wavelength vary for a fixed reflection. A free electron driven at angular frequency $\omega$ obeys $-m\omega^2 x=-eE$, so $x=eE/(m\omega^2)$ and its dipole moment is $-ex=-e^2E/(m\omega^2)$. With $N$ electrons per volume, the mean susceptibility is $\chi_0=-Ne^2/(\epsilon_0m\omega^2)$. Since $n^2=1+\chi_0$, $\delta\approx-\chi_0/2$. Using $\omega=2\pi c/\lambda$ and the classical electron radius $r_e=e^2/(4\pi\epsilon_0mc^2)$,
$$\delta=\frac{r_eN\lambda^2}{2\pi},\qquad \varepsilon\approx-\frac{2r_eNd^2}{\pi}.$$
The wavelength has cancelled. In the free-electron model, a shorter wavelength does not reduce the error of a given reflection: $\delta$ falls, but the Bragg angle falls too. A reflection with a smaller spacing does reduce it. This completes (c). Near an absorption edge the binding of the electrons matters and the cancellation is lost.

Silicon has eight atoms of 14 electrons in each cubic cell, $N=112/a^3$. The formula then gives $\delta=7.44\times10^{-6}$, about 2% below the stated value. The given $\delta$ is therefore reasonable. The estimate omits electron binding; using it instead would lower the contraction by the same 2%.

### A check from the wave equation

The result can be tested without assuming an averaged index or an internal Bragg law. The tangential wavevector is still conserved, but the field is followed through the separate layers of each plane. Consider 40,000 model planes, 5431 nm in total, with vacuum on both sides. In each period the scattering density fills the middle 60%, and its mean susceptibility is $-2\delta$. The ratio of modulation to mean is then $\sin(0.6\pi)/(0.6\pi)=0.505$. This is a rough model of the atomic planes, not a computed silicon structure factor.

Solving the wave equation layer by layer gives a peak whose half-height midpoint lies 3.355 arcsec above $\theta_B$. The resulting apparent strain is $-2.361\times10^{-5}$, in agreement with equation (7). If the mean susceptibility is removed while the modulation is held fixed, the shift drops to $-0.00002$ arcsec. In this model the mean index is thus the cause of the shift. These and the other values are collected in the numerical output.

### What changes in a real wafer

A thick, nearly perfect wafer absorbs. For a parallel and strictly monochromatic beam, this makes the choice of reading point important. At the band edges $q=0$, and the first amplitude equation gives $B/A=-Gx/(k^2\chi_G)$. Since $\chi_G<0$, the high-angle edge has $B=A$. The field there is proportional to $\cos(\pi z/d)$, with its maxima on the planes. At the low-angle edge $B=-A$, and the maxima lie between the planes. Absorption concentrated on the planes therefore weakens the high-angle side more.

For a wafer 0.569 mm thick, take a rough absorption coefficient of 14 per mm, placed in the central fifth of each period. For the electric field perpendicular to the plane of incidence, the same model planes then give a peak 3.57 arcsec wide, whose maximum lies 1.58 arcsec below the band centre. Reading this maximum gives an apparent strain of only $-1.25\times10^{-5}$, about half the stated effect. The half-height midpoint gives $-2.35\times10^{-5}$, within 1% of equation (7). With the same total absorption spread uniformly, the maximum returns to the band centre within the 0.006 arcsec step of the computed angles, which confirms the role of its location. In an unpolarised beam the narrower band of the other polarisation is added. The maximum then lies only about 0.3 arcsec below the band centre, and the half-height midpoint gives $-2.21\times10^{-5}$, about 6% from equation (7).

Other errors of an absolute measurement can be compared with the refraction effect:

- An error of 1 arcsec in the angle zero changes the strain by $7.0\times10^{-6}$.
- With a rough thermal expansion of $2.6\times10^{-6}$ per K, a temperature error of 9.1 K would equal the refraction effect.
- The wavelength scale contributes a relative uncertainty of only $2.8\times10^{-7}$, about eighty times smaller than the refraction effect.

The assumption of a monochromatic beam is a stronger one. The K-alpha1 line has a relative width of very roughly $3\times10^{-4}$, more than ten times the contraction sought. Without a narrow-band monochromator it spreads the reflection over some 40 arcsec. For a symmetric line of this width, the maximum of the smeared curve lies within about 0.1 arcsec of the band centre, so the large offset of the maximum found above belongs only to a polarised beam whose spectral spread is far smaller than the peak width. An absolute measurement must therefore fix which point of the line has the stated wavelength. Finally, equation (5) needs planes parallel to the surface. If they are inclined, the wavevector component conserved at the surface is no longer the one along the planes, and the correction must be derived anew.

## Variation 1: a false stress

*Suppose the apparent contraction of 004 is taken for a real strain normal to the surface, caused by equal biaxial stress in the plane. What stress would be reported? Use rough stiffnesses $C_{11}=166$ GPa and $C_{12}=64$ GPa.*

Let $\varepsilon_\parallel$ be the inferred in-plane strain and $\varepsilon$ the normal strain. The surface is free, so the normal stress vanishes:
$$0=2C_{12}\varepsilon_\parallel+C_{11}\varepsilon,\qquad \varepsilon_\parallel=-\frac{C_{11}}{2C_{12}}\varepsilon.$$
The in-plane stress is
$$\sigma=(C_{11}+C_{12})\varepsilon_\parallel+C_{12}\varepsilon
=-\varepsilon\,\frac{C_{11}^2+C_{11}C_{12}-2C_{12}^2}{2C_{12}}.$$
The numerator factors, giving
$$\sigma=-\varepsilon\,\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{2C_{12}}.$$
Numerically,
$$\sigma=2.361\times10^{-5}\times\frac{102\times294}{128}\ {\rm GPa}=5.5\ {\rm MPa}.$$
It is positive, a false tension: a crystal stretched in its plane becomes thinner along the normal, and the neglected refraction imitates that thinning. Against a true film stress of 500 MPa the error is about 1%; in a nearly stress-free wafer it could be the whole reported signal. The conclusion assumes that the stress-free spacing is known independently. If it was measured on the same reflection, also without correction, most of the error cancels.

## Variation 2: a film measured against its substrate

*A film has the spacing $d(1+e)$, with $e=1.0\times10^{-3}$, on a substrate of spacing $d$. Both have the same $\delta$, their planes are parallel to the surface, and their peaks are well separated. Find the refraction error in the film strain relative to the substrate.*

All interfaces are parallel, so the tangential wavevector is conserved through the film into the substrate. Equation (5) therefore applies to each peak with the $\delta$ of its own layer, if interference between the two reflections is neglected.

Let $\varepsilon_s$ and $\varepsilon_f$ be the apparent strains that refraction adds to the substrate and film. The measured ratio of spacings is
$$\frac{(1+e)(1+\varepsilon_f)}{1+\varepsilon_s}\approx1+e+\varepsilon_f-\varepsilon_s.$$
By equation (9) the error grows as the square of the spacing, so
$$\varepsilon_f\approx\varepsilon_s(1+e)^2\approx\varepsilon_s(1+2e).$$
What remains is
$$\varepsilon_f-\varepsilon_s\approx2e\,\varepsilon_s
=2\times10^{-3}\times(-2.361\times10^{-5})=-4.7\times10^{-8}.$$
The relative measurement removes all but 0.2% of the absolute refraction error. The neglected interference with the tail of the substrate reflection can be much larger than this remainder, and it grows quickly as the film gets thinner. For the model planes with uniform absorption, read at the half-height midpoints, the error of the relative strain is about $-1.6\times10^{-7}$ for a film 5 µm thick, $-2.5\times10^{-6}$ at 1 µm and $-1\times10^{-5}$ at 0.5 µm. The remainder is negative because the film, with its larger spacing, reflects at a lower angle and is refracted more.

Equal decrements are essential to this cancellation. If the film's decrement differs by $\Delta\delta$, an additional error of $-\Delta\delta/\sin^2\theta$ appears. A film with $\delta$ larger by 10% would show an extra contraction of $2.4\times10^{-6}$, some fifty times the remainder found above.

## Values computed for the example and the checks

```
Wavelength: 0.1540593 nm
Silicon lattice parameter: 0.5431021 nm
True 004 spacing: 0.1357755 nm
Given decrement delta: 7.60e-06
Free-electron estimate of delta: 7.442e-06
Bragg angle without refraction: 34.56432 deg
Band-centre angle, wave equation: 34.56525 deg
Internal glancing angle: 34.56462 deg
sin^2 of band-centre angle: 0.32188
cot^2 of band-centre angle: 2.10675
Angular shift, formula: 3.355 arcsec
Angular shift, wave equation: 3.355 arcsec
Contraction part from wavelength: 7.600e-06
Contraction part from bending: 1.601e-05
Apparent strain, formula: -2.3611e-05
Apparent strain, wave equation: -2.3611e-05
Apparent 004 spacing: 0.1357723 nm
Corrected 004 spacing: 0.1357755 nm
Apparent change of lattice parameter: -1.282e-05 nm
Apparent strain for 111 spacing, wave equation: -1.259e-04
Shift with zero mean chi: -0.00002 arcsec
Model film thickness: 5431 nm
Model film peak width: 5.23 arcsec
Model film peak reflectivity: 0.818
Modulation-to-mean ratio of model planes: 0.505
Rough stiffnesses C11, C12: 166, 64 GPa
False biaxial tension: 5.53 MPa
Film-substrate strain in relative example: 1.0e-03
Residual error of relative strain: -4.73e-08
Second-order term in delta: -1.89e-10
Rough thermal expansion: 2.6e-06 per K
Temperature error equal to the effect: 9.1 K
Strain error from 1 arcsec zero error: 7.04e-06
Relative wavelength uncertainty: 2.8e-07
Rough absorption coefficient: 14 per mm
Absorption index beta: 1.72e-07
Wafer thickness: 0.569 mm
Wafer peak width: 3.57 arcsec
Wafer peak reflectivity: 0.969
Wafer apparent strain from half-height midpoint: -2.345e-05
Wafer apparent strain from maximum: -1.246e-05
Wafer maximum minus band centre: -1.58 arcsec
Same with uniform absorption: 0.001 arcsec
```
